# The Grote-Hynes Escape Rate for a Parabolic Barrier with Memory Friction

An ion that hops between two sites of an oxide is slowed by the vibrations of its neighbours. If those vibrations respond no faster than the ion crosses the barrier, their friction at zero frequency is the wrong quantity to put into a rate formula. For the model hop worked out below, with an assumed exponential memory, transition-state theory, which ignores friction, gives \(8.7\times10^6\ \mathrm{s^{-1}}\). Kramers' formula with the static friction gives \(3.6\times10^6\ \mathrm{s^{-1}}\). The formula that accounts for the memory of the friction gives \(5.2\times10^6\ \mathrm{s^{-1}}\).

### Model

A particle of mass \(m\) in a potential \(U(x)\) obeys

\[
m\ddot x=-U'(x)-m\int_0^t\Gamma(t-s)\,\dot x(s)\,ds+\xi(t). \tag{1}
\]

The well bottom has \(U=0\) and frequency \(\omega_0\). The barrier top lies at \(x=0\), where \(U\simeq E-\tfrac12m\omega_b^2x^2\). The particle starts on the left, \(x<0\).

Equation (1) follows from a bath of oscillators with unit mass, coordinates \(q_i\), momenta \(p_i\) and energy

\[
\sum_i\tfrac12\left(p_i^2+\omega_i^2y_i^2\right),\qquad y_i=q_i-\frac{\sqrt{mg_i}}{\omega_i}x,\qquad g_i\ge0. \tag{2}
\]

Hamilton's equations give \(\dot p_i=-\omega_i^2y_i\) and \(\dot y_i=p_i-\sqrt{mg_i}\,\dot x/\omega_i\). A sudden shift of \(y_i\) evolves as a cosine, so adding up the shifts caused by \(\dot x\) gives

\[
y_i(t)=y_i(0)\cos\omega_it+\frac{p_i(0)}{\omega_i}\sin\omega_it-\frac{\sqrt{mg_i}}{\omega_i}\int_0^t\cos\omega_i(t-s)\,\dot x(s)\,ds .
\]

The bath force on the particle is \(\sum_i\omega_i\sqrt{mg_i}\,y_i\). Its last part is the friction in (1), with \(\Gamma(t)=\sum_ig_i\cos\omega_it\). The rest is \(\xi(t)\). In classical equilibrium at given \(x(0)\), \(\langle y_i^2\rangle=k_BT/\omega_i^2\) and \(\langle p_i^2\rangle=k_BT\), independently of the velocity \(v_0=\dot x(0)\). The products of cosines and sines then combine into

\[
\langle\xi(t)\xi(s)\rangle=mk_BT\,\Gamma(|t-s|). \tag{3}
\]

The noise is Gaussian and independent of \(v_0\). For a continuous bath the sums become integrals with a density \(\rho(\omega)\ge0\) in place of \(g_i\), and \(\Gamma\) is assumed to be integrable.

### Rate as a corrected equilibrium flux

Let \(\theta\) be the step function and let angle brackets denote the equilibrium average. The fraction of systems that are on the left at one time and on the right a time \(t\) later is

\[
N(t)=\langle\theta(-x(s))\,\theta(x(s+t))\rangle .
\]

Equilibrium makes this independent of \(s\). Setting the \(s\)-derivative to zero gives

\[
-\langle\dot x(s)\delta(x(s))\theta(x(s+t))\rangle+\langle\theta(-x(s))\dot x(s+t)\delta(x(s+t))\rangle=0 .
\]

The second term is \(dN/dt\). Once the initial recrossings are over, but long before \(1/k\), \(N\) grows at the rate \(kP_L\), where \(P_L\) is the equilibrium population on the left. Hence

\[
kP_L=\langle v_0\,\delta(x(0))\,\theta(x(t))\rangle. \tag{4}
\]

Replacing \(\theta(x(t))\) by \(\theta(v_0)\) means that no particle recrosses. This defines the transition-state rate. With \(E\gg k_BT\) and a harmonic well,

\[
k_{\rm TST}=\sqrt{\frac{k_BT}{2\pi m}}\;\frac{e^{-E/k_BT}}{\sqrt{2\pi k_BT/(m\omega_0^2)}}=\frac{\omega_0}{2\pi}e^{-E/k_BT}. \tag{5}
\]

The first factor is the thermal average of \(v_0\theta(v_0)\). The second is the density at the top divided by the integral over the well. Therefore

\[
k=\kappa\,k_{\rm TST},\qquad \kappa(t)=\frac{\langle v_0\theta(x(t))\rangle_0}{\langle v_0\theta(v_0)\rangle_0}, \tag{6}
\]

where the subscript means starts at \(x=0\), and \(\kappa\) is the plateau of \(\kappa(t)\).

### Motion on the parabola

Write \(\hat f(z)=\int_0^\infty e^{-zt}f(t)\,dt\). With \(x(0)=0\) and \(U'=-m\omega_b^2x\), the transform of (1) is

\[
z^2\hat x-v_0=\omega_b^2\hat x-z\hat\Gamma\hat x+\hat\xi/m .
\]

Solving for \(\hat x\) gives

\[
x(t)=v_0G(t)+R(t),\qquad \hat G(z)=\frac{1}{z^2+z\hat\Gamma(z)-\omega_b^2}, \tag{7}
\]

with \(R(t)=m^{-1}\int_0^tG(t-s)\xi(s)\,ds\). By (3), its variance is

\[
\sigma^2(t)=\frac{k_BT}{m}\int_0^t\!\!\int_0^tG(u)G(u')\Gamma(|u-u'|)\,du\,du'.
\]

Raising \(t\) adds two equal strips to the square of integration, so

\[
\frac{d\sigma^2}{dt}=\frac{2k_BT}{m}G(t)\int_0^t\Gamma(t-u)G(u)\,du .
\]

The remaining integral has the transform \(\hat\Gamma\hat G\). Dividing \((z^2+z\hat\Gamma-\omega_b^2)\hat G=1\) by \(z\) gives \(\hat\Gamma\hat G=1/z+\omega_b^2\hat G/z-z\hat G\). Since \(G(0)=0\), the integral equals \(\chi-\dot G\), where

\[
\chi(t)=1+\omega_b^2\int_0^tG(s)\,ds,\qquad\dot\chi=\omega_b^2G. \tag{8}
\]

Now \(2G(\chi-\dot G)\) is the derivative of \((\chi^2-1)/\omega_b^2-G^2\), which vanishes at \(t=0\), as \(\sigma^2\) does. Thus

\[
\sigma^2=\frac{k_BT}{m}\left[\frac{\chi^2-1}{\omega_b^2}-G^2\right]. \tag{9}
\]

For given \(v_0\), \(x(t)\) is Gaussian with mean \(v_0G\) and variance \(\sigma^2\). It is positive with probability \(\Phi(v_0G/\sigma)\), where \(\Phi\) is the cumulative normal distribution. Let \(p(v)\) be the Maxwell distribution with variance \(c^2=k_BT/m\). Because \(vp=-c^2p'\), an integration by parts gives

\[
\int vp\,\Phi\!\left(\frac{vG}{\sigma}\right)dv
=\frac{c^2G}{\sigma}\int\frac{e^{-v^2/2c^2}}{\sqrt{2\pi}\,c}\,\frac{e^{-v^2G^2/2\sigma^2}}{\sqrt{2\pi}}\,dv
=\frac{c^2G}{\sqrt{2\pi}\sqrt{\sigma^2+c^2G^2}} .
\]

Division by \(\langle v_0\theta(v_0)\rangle_0=c/\sqrt{2\pi}\) and use of (9) yield

\[
\kappa(t)=\frac{cG}{\sqrt{\sigma^2+c^2G^2}}=\frac{\omega_bG(t)}{\sqrt{\chi^2(t)-1}}. \tag{10}
\]

The temperature has cancelled. Without friction, \(G=\sinh(\omega_bt)/\omega_b\) and \(\chi=\cosh\omega_bt\), so \(\kappa(t)=1\): no particle turns back.

### The reactive frequency

The long-time growth of \(G\) is set by the zeros of its denominator with \(\operatorname{Re}z>0\). The transform of a cosine is \(z/(z^2+\omega^2)\), hence

\[
F(z)\equiv z^2+z\hat\Gamma(z)=z^2+\int_0^\infty\rho(\omega)\frac{z^2}{z^2+\omega^2}\,d\omega. \tag{11}
\]

Writing the fraction as \(1-\omega^2/(z^2+\omega^2)\) shows that

\[
\operatorname{Im}F=\operatorname{Im}(z^2)\left[1+\int_0^\infty\frac{\rho(\omega)\,\omega^2}{|z^2+\omega^2|^2}\,d\omega\right].
\]

The bracket is positive, and \(\operatorname{Im}z^2=2\operatorname{Re}z\operatorname{Im}z\). A solution of \(F=\omega_b^2\) in the right half-plane must therefore be real. On the positive real axis \(F\) rises strictly from zero, because \(z\hat\Gamma(z)\to0\) for an integrable memory, to infinity. There is one root \(\lambda\), and it is simple:

\[
\lambda^2+\lambda\hat\Gamma(\lambda)=\omega_b^2,\qquad\text{or}\qquad \lambda=\frac{\omega_b^2}{\lambda+\hat\Gamma(\lambda)}. \tag{12}
\]

Shift the inversion contour of \(\hat G\) to \(\operatorname{Re}z=\varepsilon\), with \(0<\varepsilon<\lambda\). The pole contributes \(Ae^{\lambda t}\) with \(A=1/F'(\lambda)\). On the new line \(\hat\Gamma\) is bounded and \(\hat G\) falls as \(1/|z|^2\), so the remainder is at most of order \(e^{\varepsilon t}\). It follows that \(G\simeq Ae^{\lambda t}\) and, from (8), \(\chi\simeq\omega_b^2Ae^{\lambda t}/\lambda\). Equation (10) then tends to \(\lambda/\omega_b\), and

\[
k=\frac{\lambda}{\omega_b}\,\frac{\omega_0}{2\pi}\,e^{-E/k_BT}. \tag{13}
\]

This is the Grote-Hynes rate. Equation (12) is self-consistent because the friction that sets the growth rate \(\lambda\) is the memory weighted with \(e^{-\lambda t}\): what the bath does later than a few times \(1/\lambda\) hardly matters.

### Kramers' result and the effect of memory

Memoryless friction is the limit of a narrow memory with fixed area \(\hat\Gamma(0)=\gamma\), so that \(\hat\Gamma(z)=\gamma\). Equation (12) becomes quadratic, and its positive root is

\[
\lambda_K=\sqrt{\frac{\gamma^2}{4}+\omega_b^2}-\frac{\gamma}{2}
=\frac{\omega_b^2}{\sqrt{\gamma^2/4+\omega_b^2}+\gamma/2}. \tag{14}
\]

Inserted in (13), this is Kramers' rate. For \(\gamma\gg\omega_b\) the second form gives \(\lambda_K\simeq\omega_b^2/\gamma\), the diffusive limit.

If \(\Gamma(t)\ge0\) has a nonzero duration, then \(\hat\Gamma(\lambda)<\gamma\), and (12) implies \(\lambda^2+\gamma\lambda>\omega_b^2\). Hence \(\lambda>\lambda_K\): at fixed static friction, potential and temperature, such a memory raises the rate given by (13). The true rate follows only while the particle still exchanges enough energy with the bath in the well, a condition taken up below.

For the exponential memory \(\Gamma=(\gamma/\tau)e^{-t/\tau}\), \(\hat\Gamma(z)=\gamma/(1+z\tau)\). Multiplying (12) by \(1+\lambda\tau\) gives

\[
\tau\lambda^3+\lambda^2+(\gamma-\omega_b^2\tau)\lambda-\omega_b^2=0. \tag{15}
\]

To see the slow-bath limit, hold \(g=\gamma/\tau\) fixed and write (12) as \(\lambda^2+g\lambda/(\lambda+1/\tau)=\omega_b^2\). For \(\tau\to\infty\) there are two cases:

\[
\lambda\to\sqrt{\omega_b^2-g}\quad(g<\omega_b^2),\qquad
\lambda\simeq\frac{\omega_b^2}{\tau(g-\omega_b^2)}\quad(g>\omega_b^2). \tag{16}
\]

In the first, \(\lambda\tau\gg1\), and the frozen bath merely flattens the barrier. In the second, the frozen bath turns the barrier top into a cage. Then \(\lambda\) is of order \(1/\tau\), \(\lambda^2\) can be dropped, and \(g\lambda=\omega_b^2(\lambda+1/\tau)\) gives the result. The particle must wait for the cage to relax.

### The same rate from normal modes

The recrossings in \(x\) can also be described as motion along a better chosen coordinate. With \(X=\sqrt m\,x\), the potential of particle and bath near a stationary point is \(\tfrac12aX^2+\tfrac12\sum_i(\omega_iq_i-\sqrt{g_i}X)^2\), where \(a=-\omega_b^2\) at the saddle and \(a=\omega_0^2\) in the well. For motion \(\propto e^{\mu t}\), the bath equation gives \(q_i=\omega_i\sqrt{g_i}X/(\mu^2+\omega_i^2)\). Insertion into the equation for \(X\) at the saddle gives

\[
\mu^2+\sum_ig_i\frac{\mu^2}{\mu^2+\omega_i^2}=\omega_b^2,
\]

which is (12). So \(\lambda\) is the growth rate of the unstable normal mode.

Changing from \(q_i\) to \(\omega_iq_i-\sqrt{g_i}X\) shows that the determinant of second derivatives is \(a\prod_i\omega_i^2\). Let \(W_j\) be the well modes and \(\Omega_j\) the stable saddle modes. Then \(\prod_jW_j^2=\omega_0^2\prod_i\omega_i^2\) and \(\lambda^2\prod_j\Omega_j^2=\omega_b^2\prod_i\omega_i^2\). The equilibrium flux along the unstable mode, with Gaussian integrals over the other modes, gives

\[
k=\frac1{2\pi}\frac{\prod_jW_j}{\prod_j\Omega_j}e^{-E/k_BT}=\frac{\omega_0\lambda}{2\pi\omega_b}e^{-E/k_BT}, \tag{17}
\]

in agreement with (13).

### An ion hop in a resistive memory

Consider an oxygen ion hopping into a neighbouring vacancy in the hot oxide filament of a resistive memory. Take mass 16 u, barrier 0.70 eV, hop length 0.28 nm and temperature 600 K, and the potential

\[
U(x)=E\left(1-\frac{x^2}{b^2}\right)^2,\qquad b=0.14\ \mathrm{nm}. \tag{18}
\]

Its curvatures are \(-4E/b^2\) at the top and \(8E/b^2\) at the bottom. Hence \(\omega_b=\sqrt{4E/(mb^2)}=29.35\ \mathrm{ps^{-1}}\) and \(\omega_0=\sqrt2\,\omega_b=41.51\ \mathrm{ps^{-1}}\). The friction is exponential, with \(\gamma=60\ \mathrm{ps^{-1}}\) and \(\tau=0.05\ \mathrm{ps}\).

The root of (15) is \(\lambda=17.41\ \mathrm{ps^{-1}}\). The friction felt is \(\hat\Gamma(\lambda)=60/(1+0.870)=32.1\ \mathrm{ps^{-1}}\), about half the static value, and (12) is satisfied: \(303+558=861\ \mathrm{ps^{-2}}=\omega_b^2\). The transmission is \(\kappa=17.41/29.35=0.593\). Kramers' root is \(\sqrt{900+861.5}-30=11.97\ \mathrm{ps^{-1}}\), with \(\kappa=0.408\).

With \(E/k_BT=13.54\), (5) gives \(k_{\rm TST}=8.71\times10^6\ \mathrm{s^{-1}}\). The Grote-Hynes rate is \(0.593\) times this, \(5.17\times10^6\ \mathrm{s^{-1}}\), a mean dwell time of 0.19 µs. Kramers' value is 0.28 µs. At fixed \(\gamma\), the value of \(\kappa\) from (12) rises from 0.426 at \(\tau=0.005\) ps to 0.843 at \(\tau=0.2\) ps. With the last value the rate (13) is about 14% too high for the potential (18), mainly because so slow a bath takes too little energy from the ion in the well and some ions return; about 1.5 points come from the anharmonic shape of the well.

Simulated trajectories on the parabola, \(10^5\) in number, test (10). At 0.02, 0.05 and 0.20 ps they give 0.950, 0.792 and 0.591, against 0.949, 0.792 and 0.593 from the formula; the sampling error is up to about 0.003. The plateau is thus reached within 0.2 ps, far below the dwell time.

### Where the formula fails

Two conditions remain to be checked: the parabola must cover the region where the particle's fate is decided, and a particle entering a well must thermalize before it can return. The thermal length \(\sqrt{k_BT/(m\omega_b^2)}\) is 0.019 nm here, well below \(b\).

A stronger test is the slowest relaxation rate of the full phase-space equation for (18), computed as an eigenvalue. It equals \(2k\), since both wells empty at the rate \(k\). The result is \(k=5.02\times10^6\ \mathrm{s^{-1}}\), 2.8% below (13); enlarging the basis moved it by 0.03%. With \(E/k_BT\) halved and frequencies and friction held fixed, the deficit is 7.2%. Linear extrapolation in \(k_BT/E\) to a high barrier gives a ratio of 1.015, and 1.003 for memoryless friction against Kramers' rate. Quadratic terms are left out of this extrapolation, so it supports the limit to a few per cent.

Weak friction breaks the second condition. A particle leaving the top with negligible kinetic energy moves through the well and back with speed \(\sqrt{2(E-U)/m}\). To first order in memoryless \(\gamma\), and with \(u=|x|/b\), it loses

\[
\Delta=m\gamma\oint\dot x\,dx=2\gamma b\sqrt{2mE}\int_0^{\sqrt2}u\sqrt{2-u^2}\,du=\frac{16}{3}\frac{\gamma}{\omega_b}E. \tag{19}
\]

Here the integral is \(2\sqrt2/3\), and \(b\sqrt{mE}=2E/\omega_b\) was used. For \(\gamma=0.03\,\omega_b\) and \(E/k_BT=6.77\), \(\Delta\) is about \(1.1\,k_BT\), too little to ensure capture in one pass. The eigenvalue rate is then less than a third of Kramers' value. The bottleneck has become the exchange of energy with the bath, which (13) does not describe. A long memory leads to the same failure even when \(\gamma\) is large, because an exponential memory damps motion at frequency \(\omega\) only with \(\gamma/(1+\omega^2\tau^2)\). For the ion above with \(\tau=1\) ps, the true rate lies well below Kramers' value, although (13) puts it above.

The bath was also classical. For harmonic modes, each classical partition function is multiplied by \((u/2)/\sinh(u/2)\), with \(u=\hbar\omega/k_BT\). The unstable mode gets \((u/2)/\sin(u/2)\), with \(u=\hbar\lambda/k_BT\), from thermally averaging the transmission of a parabolic barrier. For this example the combined factor is 1.018 at 600 K. The sine vanishes at \(T=\hbar\lambda/(2\pi k_B)=21\) K, where this harmonic correction diverges and tunnelling needs another treatment.

### Comparison with a device

The barrier, hop length and temperature are rough values of the size expected for a mobile charged vacancy in a heated oxide filament; \(\gamma\), \(\tau\) and the exponential form of the memory are assumptions. Lattice vibrations need not give a positive memory. For \(\rho\propto\omega^2e^{-\omega^2/\omega_c^2}\), a phonon-like density, \(\Gamma\) oscillates and the static friction is zero, so Kramers' formula gives \(\kappa=1\). With \(\Gamma(0)=1200\ \mathrm{ps^{-2}}\) and \(\omega_c=30\ \mathrm{ps^{-1}}\), (12) gives \(\kappa=0.72\), and the order of the two rates is reversed. The factor 1.45 used below belongs to the assumed memory only. In a disordered oxide the barrier varies from site to site, which breaks the assumption of a single \(E\). A shift of 0.05 eV changes the Boltzmann factor at 600 K by a factor of 2.6, more than the factor of 1.45 between the Grote-Hynes and Kramers rates. A field of 1 MV/cm acting on a charge \(2e\) lowers the barrier to 0.672 eV, close to the linear estimate \(0.700-2(0.1\ \mathrm{V/nm})(0.14\ \mathrm{nm})e=0.672\) eV, and raises the Boltzmann factor by a factor of 1.7. At 300 K, with unchanged friction and no field, the classical rate (13) gives a mean dwell time of 0.15 s. A barrier of 0.7 eV therefore does not hold a single ion in place for long storage, although one hop need not erase a stored bit. The change that memory makes to the prefactor exceeds the error from the barrier only if the barrier is known to better than \(k_BT\ln1.45\), about 0.02 eV here. The numerical output lists the remaining values.

## Computed results

```
ion mass 16 u; barrier E 0.70 eV; hop 0.28 nm
temperature 600 K; kT 0.05170 eV; E/kT 13.539
static friction gamma 60 /ps; memory time tau 0.05 ps
initial memory g = gamma/tau 1200 /ps^2
barrier frequency omega_b 29.351 rad/ps
omega_b squared 861.5 /ps^2
well frequency omega_0 41.508 rad/ps
thermal length at barrier 0.0190 nm
Grote-Hynes lambda 17.4082 /ps; kappa 0.5931
friction felt, K(lambda) 32.079 /ps
Kramers lambda 11.9699 /ps; kappa 0.4078
transition-state rate 8.7140e+06 /s
Grote-Hynes rate 5.1683e+06 /s; dwell time 0.1935 us
Kramers rate 3.5537e+06 /s; dwell time 0.2814 us
Grote-Hynes / Kramers rate 1.4543
same gamma, tau 0.005 ps: kappa 0.4256
same gamma, tau 0.020 ps: kappa 0.4818
same gamma, tau 0.200 ps: kappa 0.8428
long memory 100 ps, g = 0.5 omega_b^2: lambda 20.7592 /ps
long memory 100 ps, g = 1.5 omega_b^2: lambda 0.02000 /ps
kappa(t) at 0.02 ps: formula 0.9493, trajectories 0.9503
kappa(t) at 0.05 ps: formula 0.7916, trajectories 0.7924
kappa(t) at 0.20 ps: formula 0.5927, trajectories 0.5912
trajectories used 100000
Gaussian memory, width 0.04 ps: root 15.8245 /ps
Gaussian memory, growth rate from dynamics 15.8244 /ps
largest relative error, noise variance 7.3e-06
roots in right half-plane (contour) 1.0000
lambda from 300-oscillator bath 17.4082 /ps
prefactor: bath modes 3.91823, formula 3.91823 /ps
eigenvalue escape rate, quartic well 5.0221e+06 /s
basis-enlargement shift 0.0255 %
eigenvalue/Grote-Hynes: 0.9717 at E/kT 13.54
eigenvalue/Grote-Hynes: 0.9282 at E/kT 6.77
extrapolated to high barrier 1.0152
memoryless eigenvalue/Kramers: 0.9775 at E/kT 13.54
memoryless eigenvalue/Kramers: 0.9520 at E/kT 6.77
memoryless, extrapolated 1.0030
weak friction 0.03 omega_b, E/kT 6.77: eigenvalue/Kramers 0.2840
quantum correction factor 1.01753
tunnelling crossover temperature 21.16 K
field 1 MV/cm on charge 2 e: barrier 0.67221 eV
field factor in Boltzmann term 1.7117
barrier error 0.05 eV: rate factor 2.630
Grote-Hynes rate at 300 K 6.8172e+00 /s; dwell 0.1467 s
```
